Minority-Carrier Trapping and the Rising Photoconductance Lifetime at Low Injection

**Q:** I measured the steady photoconductance of a p-type wafer while turning down the light. The conductance fell much less than the generation rate did, so the lifetime I extract rises steeply at low injection. Lifetime is carrier density divided by recombination rate. Recombination must therefore become slower as the carriers become fewer.

**A:** The definition is sound, but which carrier density did you put into it?

**Q:** The one the conductance gives. Light creates electrons and holes in pairs, so I set the two excess densities equal. With electron charge magnitude e and mobilities μ_n and μ_p,

Δσ = e(μ_n + μ_p)Δn_app,

τ_app = Δn_app/G.

Here Δσ is the excess conductivity and G is the generation rate per volume. In steady state G equals the recombination rate R.

**A:** Pairs are created, but both partners need not stay mobile. Suppose the wafer contains traps that capture electrons, the minority carriers here, and later release them to the conduction band. Let Δn be the density of free excess electrons and n_t the excess density of trapped ones. I take the wafer to be uniform and neutral, with fixed mobilities, and leave out surfaces and diffusion. What does neutrality say about the holes?

**Q:** They must balance both kinds of electron:

Δp = Δn + n_t.

**A:** Put that into the conductivity. A trapped electron does not conduct, but its hole does:

Δσ = e[μ_nΔn + μ_p(Δn + n_t)]
= e(μ_n + μ_p)Δn + eμ_p n_t.

Dividing by e(μ_n + μ_p), as your analysis does, gives

Δn_app = Δn + b n_t,  b = μ_p/(μ_n + μ_p).

Your "carrier density" contains a term from holes whose electrons sit in traps.

**Q:** Then the conductance is larger. But the traps take electrons out of the conduction band. Surely that changes the free density too?

**A:** While the traps are filling, yes. Write T for the net capture rate into the traps:

dΔn/dt = G − R − T,

dn_t/dt = T.

The second equation contains no other loss because I assume for now that the traps do not capture holes. In steady state n_t is constant, so T = 0: releases balance captures. The first equation then gives R = G, with or without traps. If the recombination lifetime is defined by

τ_r = Δn/R,

then Δn = Gτ_r. Traps can change the steady free density only by changing τ_r.

**Q:** How many electrons do the traps hold?

**A:** Let N_t be the trap density, c_n the electron capture coefficient, and n = n₀ + Δn the free electron density, with n₀ its value in the dark. Empty traps capture in proportion to n, and filled traps emit at the rate c_n n₁. For total trapped density m, T = 0 means

c_n n(N_t − m) = c_n n₁m,

m = N_t n/(n + n₁).

So n₁ is the free density at which the traps are half full. The excess over the dark value is

n_t = N_t[n/(n + n₁) − n₀/(n₀ + n₁)]
= N_t n₁Δn/[(n₀ + n₁)(n₀ + n₁ + Δn)].

In the second line the terms nn₀ cancel, leaving n₁(n − n₀) = n₁Δn in the numerator. If n₀ ≪ n₁, the traps are nearly empty in the dark and

n_t = N_tΔn/(Δn + n₁).

In the opposite case, n₀ ≫ n₁, they are nearly full already and can gain at most about N_t n₁/n₀ more electrons per volume. That is small beside N_t, but it need not be small beside Δn. In the first case, dividing Δn_app by G = Δn/τ_r gives

τ_app = τ_r(1 + b n_t/Δn)
= τ_r[1 + bN_t/(Δn + n₁)].

The bracket grows as Δn falls, even if τ_r does not change.

**Q:** You have added majority holes, though. More holes should mean more recombination partners. Why would τ_r stay the same?

**A:** That depends on the recombination process and on how many holes were there already. Take a deep centre at midgap, whose half-filling densities for electrons and holes both equal the intrinsic density n_i. Let f be its electron occupation, and let τ_n0 and τ_p0 be the capture times of an electron by empty centres and of a hole by filled ones. Net electron capture and net hole capture both equal R in steady state:

Rτ_n0 = n(1 − f) − n_i f = n − (n + n_i)f,

Rτ_p0 = pf − n_i(1 − f) = (p + n_i)f − n_i.

Multiply the first by p + n_i and the second by n + n_i, then add. The terms in f cancel:

R[τ_n0(p + n_i) + τ_p0(n + n_i)]
= n(p + n_i) − n_i(n + n_i)
= np − n_i².

With p = p₀ + Δp and n₀p₀ = n_i²,

np − n_i² = Δn p + n₀Δp.

Here n₀Δp is negligible beside Δn p, and n_i is negligible beside p. The small constant terms n₀ and n_i in the electron factor add only about τ_p0 n_i/p to the lifetime. Dropping these terms leaves

τ_r = Δn/R ≈ τ_n0 + τ_p0Δn/(p₀ + Δn + n_t).

At low injection this tends to τ_n0: the centres are nearly empty, and the wait for an electron sets the rate. The extra holes enter only the small second term, where they shorten τ_r slightly. So trapping does add free carriers, but they are majority carriers, few beside p₀ when N_t ≪ p₀. The minority density that limits recombination hardly moves.

**Q:** In that formula the true lifetime falls as I turn down the light. Can the measured one still rise?

**A:** Take a model wafer with

p₀ = 10¹⁶ cm⁻³, n_i = 10¹⁰ cm⁻³,
N_t = 10¹⁴ cm⁻³, n₁ = 10¹² cm⁻³,
τ_n0 = 20 µs, τ_p0 = 80 µs,
μ_n = 1000 cm²/(V s), μ_p = 400 cm²/(V s).

Then b = 400/1400 = 0.2857. At G = 5×10¹⁴ cm⁻³ s⁻¹, the free density is

Δn = (5×10¹⁴ cm⁻³ s⁻¹)(20 µs) = 1.00×10¹⁰ cm⁻³.

The traps hold

n_t = 10¹⁴ × 10¹⁰/(10¹⁰ + 10¹²) = 9.90×10¹¹ cm⁻³,

about 99 trapped electrons for each free one. The apparent density is

Δn_app = 1.00×10¹⁰ + 0.2857 × 9.90×10¹¹
= 2.93×10¹¹ cm⁻³,

and division by G gives τ_app = 586 µs. The recombination lifetime is 20.0 µs.

At G = 5×10¹⁸ cm⁻³ s⁻¹, the same quantities are τ_app = 26.5 µs and τ_r = 20.8 µs. Going down in light, the apparent lifetime rises about twentyfold while the true one falls by about 4 percent.

These values come from integrating the nonlinear rate equations for free electrons, traps and deep centres from darkness to steady state. The deep centres are sparse, 10¹² cm⁻³, so the charge they store can be left out of Δp = Δn + n_t. The error from that omission grows in proportion to their density and would reach about 1 percent at 10¹⁴ cm⁻³. Over five decades of G, the closed formulas for the free and trapped densities and for both lifetimes agree with that integration within 10⁻⁴, relative to the formula values. The full series is in the numerical output below.

**Q:** What happens if the traps are removed and the light is left alone?

**A:** At the lowest generation rate the excess conductivity drops from 6.57×10⁻⁵ to 2.24×10⁻⁶ S/cm, while the free electron density is unchanged to the printed accuracy. The photoconductance lifetime returns to 20.0 µs. At the highest rate, G = 5×10¹⁹ cm⁻³ s⁻¹, the traps lower the free density by 0.4 percent relative to the trap-free wafer. That is the slight effect of the extra holes on τ_r, and its sign is towards faster recombination.

**Q:** I still have an objection. An electron in a trap has not recombined. If it waits there, it really does live longer.

**A:** In that sense it does. In steady state, the mean time from generation to recombination is the whole excess electron population divided by the flux through it:

(Δn + n_t)/G = τ_r(1 + n_t/Δn).

At the lowest generation rate this is 10¹² cm⁻³ divided by 5×10¹⁴ cm⁻³ s⁻¹, or 2000 µs. But that time is spent mostly in traps. The rate at which free electrons recombine, 1/τ_r per electron, has not slowed. Your 586 µs is neither of these times, because the conductance counts each trapped electron with the weight b.

**Q:** Does τ_app grow without limit as the light goes to zero?

**A:** Not in this model. For Δn ≪ n₁ the trapped and free densities are proportional, and

τ_app → τ_n0(1 + bN_t/n₁)
= 20 µs × (1 + 28.57)
= 591 µs.

If instead n₁ ≪ Δn ≪ bN_t, the traps are nearly full and their holes dominate the signal. Then Δn_app ≈ bN_t is nearly constant, and τ_app ≈ bN_t/G rises inversely with the light. In the present wafer n₁ and bN_t differ by a factor of only 29, so that regime is never cleanly reached: the slope of ln τ_app against ln G is steepest near Δn = 5×10¹² cm⁻³, where it is about −0.7 rather than −1.

At the bright end, where Δn ≫ bN_t, the bracket tends to one. There τ_app follows τ_r, and both increase with injection: at G = 5×10¹⁹ cm⁻³ s⁻¹ they are 31.1 and 30.5 µs. The apparent lifetime therefore passes through a minimum.

**Q:** If full traps add a constant, I can subtract bN_t from Δn_app and recover the truth.

**A:** While they stay full enough. From the trap occupation,

Δn_app − bN_t = Δn − b(N_t − n_t)
= Δn − bN_t n₁/(Δn + n₁).

The last term is the error. Relative to Δn its size is

bN_t n₁/[Δn(Δn + n₁)],

and this must be small. At G = 5×10¹⁸ cm⁻³ s⁻¹ it is 0.3 percent, and the corrected lifetime is 20.8 µs, as it should be. One decade lower it is 26 percent, and the correction returns 14.9 µs instead of 20.1 µs. Another decade lower it returns −266 µs, because the subtraction assumes full traps when they are only half full.

**Q:** Then I would rather switch the light off and time the decay. That needs no carrier density.

**A:** It needs a model of the traps all the same. After a weak pulse, with Δn ≪ n₁ and n_t ≪ N_t, the product Δn n_t can be dropped from the capture rate. Let k = c_nN_t and g = c_n n₁. Then

dΔn/dt = −(1/τ_n0 + k)Δn + g n_t,

dn_t/dt = kΔn − g n_t.

Insert solutions proportional to exp(−λt). A nonzero solution requires

(λ − 1/τ_n0 − k)(λ − g) − kg = 0,

λ² − (1/τ_n0 + k + g)λ + g/τ_n0 = 0.

The sum of the two roots is 1/τ_n0 + k + g, and their product is g/τ_n0. The two decay times therefore add up to

1/λ₁ + 1/λ₂ = (λ₁ + λ₂)/(λ₁λ₂)
= τ_n0(1 + k/g) + 1/g
= τ_n0(1 + N_t/n₁) + 1/(c_n n₁).

For c_n = 10⁻⁸ cm³/s, 1/g = 100 µs, and the sum is 20 × 101 + 100 = 2120 µs. The fast time, about 0.9 µs, describes electrons entering the traps. The slow time, 2119 µs, describes the long tail.

**Q:** That is even further from 20 µs. Where did b go?

**A:** In the tail, Δn and n_t decay with the same exponent. The factor b sets how strongly each contributes to the signal, but it cannot change a common exponent. So the steady measurement gives a plateau of 591 µs and the weak-pulse tail gives 2119 µs, for the same wafer with a recombination lifetime of 20 µs.

**Q:** Could a trap also capture holes? Then it would be a recombination centre.

**A:** Yes, and the distinction is one of rates. Let c_p be its hole capture coefficient. At weak injection a trapped electron either escapes at the rate c_n n₁ or meets a hole at the rate c_p p₀. Hole emission from the trap is negligible here. The balance

c_nN_tΔn = (c_n n₁ + c_p p₀)n_t

gives

s = n_t/Δn = c_nN_t/(c_n n₁ + c_p p₀).

The total recombination rate is now Δn/τ_n0 + c_p p₀n_t, so

1/τ_r = 1/τ_n0 + c_p p₀s.

The pure-trap picture requires c_p p₀sτ_n0 ≪ 1. In this wafer that is a strong demand: c_p = 5.6×10⁻¹⁵ cm³/s, nearly two million times smaller than c_n, already shortens τ_r by 10 percent. Choose c_p = 5×10⁻¹⁴ cm³/s, which clearly violates the condition. Then c_p p₀ = 500 s⁻¹ and

s = 10⁶/(10⁴ + 500) = 95.2,

1/τ_r = 5.00×10⁴ + 500 × 95.2 = 9.76×10⁴ s⁻¹,

τ_r = 10.2 µs,

τ_app = τ_r(1 + bs) = 10.2 µs × 28.2 ≈ 289 µs.

Without these centres both lifetimes would be 20 µs at weak injection. Adding them nearly doubles the recombination rate per free electron, yet raises the photoconductance lifetime more than fourteenfold.

**Q:** So whenever I see a rise at low injection, I should blame traps?

**A:** That would be the opposite error. Consider purely radiative recombination without traps, with coefficient B:

R = B(np − n₀p₀) ≈ BΔn(p₀ + Δn),

τ_r = 1/[B(p₀ + Δn)].

This lifetime really does rise as Δn falls. It levels off at 1/(Bp₀), however: below Δn = 0.01p₀ it can rise by no more than 1 percent. A steep rise far below p₀ cannot come from this mechanism, but that alone does not establish trapping. You need a second signal that weights the carriers differently.

**Q:** Such as luminescence?

**A:** Yes, provided it is band-to-band emission proportional to np − n₀p₀, calibrated, and corrected for reabsorption. With traps this product is close to

Δn(p₀ + Δn + n_t).

An analysis that ignores trapping assigns it a density x through

x(p₀ + x) = Δn(p₀ + Δn + n_t).

At low injection x ≈ Δn(1 + n_t/p₀). More generally, x cannot exceed that value. If x were equal to it, the left side would be

Δn(1 + n_t/p₀)(p₀ + x)
= Δn(p₀ + n_t)(1 + x/p₀)
≥ Δn(p₀ + n_t + x),

which is at least the right side because x ≥ Δn. The left side increases with x, so the solution lies at or below this value. The relative error in the lifetime is therefore at most n_t/p₀, which is below N_t/p₀ = 1 percent here.

The trapped electrons' holes are compared with p₀ in luminescence, but with the few free electrons in photoconductance. At G = 5×10¹⁴ cm⁻³ s⁻¹ the two methods give 20.0 µs and 586 µs. If N_t were comparable with p₀, the luminescence result would need correction too. On a real sample such a split shows that the conductance contains carriers beyond the free pairs, but it does not by itself name traps as the cause. A junction or a charged surface, both left out here, can produce the same split: light narrows the depletion region, which adds majority carriers to the conductance while the band-to-band emission hardly changes.

**Q:** Then my curve shows that the conductance per unit of generation rises. To call that slower recombination, I must first show that the free minority density per unit of generation rises as well.

**A:** Yes. That ratio is Δn/G, and in steady state it is τ_r.

Computed values

```
hole density in darkness p0 = 1.0e+16 cm^-3
intrinsic density ni = 1.0e+10 cm^-3
electron density in darkness n0 = 1.0e+04 cm^-3
mobilities mu_n, mu_p = 1000, 400 cm^2/(V s)
mobility fraction b = 0.2857
trap density N_t = 1.0e+14 cm^-3
half-filling density n1 = 1.0e+12 cm^-3
trap electron capture c_n = 1.0e-08 cm^3/s
deep-centre density = 1.0e+12 cm^-3
tau_n0, tau_p0 = 20.0, 80.0 us
Densities with traps: G in cm^-3 s^-1, others in cm^-3
G        free dn    trapped    holes dp   apparent
5.0e+14  1.000e+10  9.901e+11  1.000e+12  2.929e+11
5.0e+15  1.000e+11  9.091e+12  9.191e+12  2.698e+12
5.0e+16  1.000e+12  5.001e+13  5.101e+13  1.529e+13
5.0e+17  1.004e+13  9.094e+13  1.010e+14  3.602e+13
5.0e+18  1.041e+14  9.905e+13  2.032e+14  1.324e+14
5.0e+19  1.525e+15  9.993e+13  1.625e+15  1.553e+15
Lifetimes in us: true, photoconductance, luminescence,
and photoconductance with traps removed
G=5.0e+14: 20.00  585.78  20.00  20.00
G=5.0e+15: 20.00  539.50  20.02  20.00
G=5.0e+16: 20.01  305.78  20.11  20.01
G=5.0e+17: 20.08  72.05  20.26  20.08
G=5.0e+18: 20.82  26.48  21.02  20.83
G=5.0e+19: 30.49  31.07  30.73  30.62
Relative change of free dn caused by traps at fixed G
G=5.0e+14: -0.0000 %
G=5.0e+15: -0.0000 %
G=5.0e+16: -0.0002 %
G=5.0e+17: -0.0036 %
G=5.0e+18: -0.0400 %
G=5.0e+19: -0.4250 %
conductivity at G=5.0e+14, with traps = 6.570e-05 S/cm
same G, without traps = 2.243e-06 S/cm
plateau formula = 591.43 us
plateau from kinetics = 591.38 us
full-trap offset b*N_t = 2.857e+13 cm^-3
offset-corrected lifetime, G=5.0e+16: -265.65 us
offset-corrected lifetime, G=5.0e+17: 14.91 us
offset-corrected lifetime, G=5.0e+18: 20.76 us
offset-corrected lifetime, G=5.0e+19: 30.49 us
weak-pulse slow decay time = 2119.1 us
weak-pulse fast decay time = 0.944 us
formula for sum of decay times = 2120.0 us
hole-capturing trap: c_p = 5.0e-14 cm^3/s
its trapped/free ratio s = 95.24
its true lifetime = 10.24 us
its apparent lifetime = 288.98 us
largest relative formula error = 8.8e-05
```
